# Aspect ratio of a 10 fF DRAM pillar capacitor

## Problem

A DRAM storage electrode is a solid, upright metal cylinder of diameter $D=2a=30$ nm and height $h$. A dielectric film covers it, and a common counter-electrode covers the film. The capacitor must provide $C=10$ fF at an equivalent oxide thickness (EOT) of $0.5$ nm. Only the sidewall is counted.

1. What aspect ratio $h/D$ is needed if the EOT describes the capacitance per unit area of the pillar wall?
2. What aspect ratio is needed if the EOT was instead measured on a flat capacitor with the same film, which has relative permittivity $k=39$ and thickness $t=5$ nm?
3. Do the top face, the field, the leakage and the electrode resistance allow such a pillar to work at $0.5$ V?

The EOT is the thickness of silicon dioxide, of relative permittivity $3.9$, that would give the same capacitance per area. With $\varepsilon_{ox}=3.9\,\varepsilon_0$ and $\varepsilon=k\varepsilon_0$, a flat film has

$$\frac{\varepsilon_{ox}}{\mathrm{EOT}}=\frac{\varepsilon}{t}\quad\Rightarrow\quad \mathrm{EOT}=\frac{3.9\,t}{k}=\frac{3.9\times5\ \mathrm{nm}}{39}=0.5\ \mathrm{nm}.$$

The film in question 2 therefore has the stated EOT when it lies flat.

## First estimate by scaling

Unroll the wall into a flat sheet of area $A=\pi Dh$. Its capacitance is proportional to its area and inversely proportional to the EOT:

$$C=\frac{\varepsilon_{ox}}{\mathrm{EOT}}\,\pi D h .$$

Solving for $h$ and dividing by $D$ gives

$$\frac hD=\frac{C\,\mathrm{EOT}}{\pi\varepsilon_{ox}D^2}. \tag{1}$$

One power of $D$ comes from the circumference and the other from the definition of the aspect ratio. At fixed $C$ and EOT, a pillar 10 % narrower needs an aspect ratio larger by a factor of $1/0.9^2=1.23$.

The capacitance per area is

$$\frac{\varepsilon_{ox}}{\mathrm{EOT}}=\frac{3.9\times8.854\times10^{-12}\ \mathrm{F/m}}{0.5\times10^{-9}\ \mathrm{m}}=0.06906\ \mathrm{F/m^2},$$

or $6.906\ \mu\mathrm{F/cm^2}$. The required area is $10^{-14}/0.06906=1.448\times10^{-13}\ \mathrm{m^2}$, which is $1.448\times10^5\ \mathrm{nm^2}$. Hence

$$h=\frac{1.448\times10^5\ \mathrm{nm^2}}{\pi\times30\ \mathrm{nm}}=1536\ \mathrm{nm},\qquad \frac hD=51.2 .$$

This answers question 1. There the EOT is defined per area of the actual wall, so any effect of curvature is already contained in it. For question 2, equation (1) is an approximation, because it treats a curved film as flat.

## Exact solution for the curved film

Let the film fill $a<r<b$, with $b=a+t=20$ nm. Consider a long pillar whose ends do not disturb the radial field, and let it carry charge $Q$ on height $h$. Gauss's law on a cylinder of radius $r$ gives

$$\varepsilon E(r)\,2\pi r h=Q\quad\Rightarrow\quad E(r)=\frac{Q}{2\pi\varepsilon h\,r}.$$

The voltage is the integral of the field across the film:

$$V=\int_a^bE\,dr=\frac{Q}{2\pi\varepsilon h}\ln\frac ba .$$

With $C=Q/V$,

$$C=\frac{2\pi\varepsilon h}{\ln(b/a)},\qquad h=\frac{C}{2\pi\varepsilon}\ln\left(1+\frac ta\right). \tag{2}$$

Here $\ln(20/15)=0.2877$ and $2\pi\varepsilon=2\pi\times39\times8.854\times10^{-12}=2.170\times10^{-9}$ F/m, so

$$h=\frac{10^{-14}\times0.2877}{2.170\times10^{-9}}\ \mathrm m=1326\ \mathrm{nm},\qquad \frac hD=44.2 .$$

A numerical solution of Laplace's equation around this pillar tests the result. The difference between the capacitances for wall heights of 20 and 30 nm gives the capacitance per length, and this again leads to an aspect ratio of $44.20$.

## Comparison of the two

Since $\mathrm{EOT}/\varepsilon_{ox}=t/\varepsilon$ and $D=2a$, the flat height can be written as

$$h_{flat}=\frac{C\,\mathrm{EOT}}{\pi\varepsilon_{ox}D}=\frac{C\,t}{2\pi\varepsilon a}.$$

Dividing (2) by this gives

$$\frac{h}{h_{flat}}=\frac at\ln\left(1+\frac ta\right)=1-\frac{t}{2a}+\frac{t^2}{3a^2}-\dots \tag{3}$$

The series holds for $t<a$. In the example the full ratio is $3\times0.2877=0.863$, so the curved film needs 14 % less height than the flat law predicts. The field lines spread as they leave the pillar, and the outer layers of the film have more area than the inner ones. They therefore take a smaller share of the voltage than they would in a flat film.

**Thin-film limit.** For $t\ll a$ the ratio tends to one. On a pillar 3000 nm wide, the same 5 nm film gives a deviation of $1.663\times10^{-3}$, close to the leading term $t/(2a)=1.667\times10^{-3}$. What matters is the physical thickness, not the EOT. A real oxide film 0.5 nm thick on the 30 nm pillar would need an aspect ratio of $50.4$, near the flat value, whereas the 5 nm film with the same flat EOT needs $44.2$.

**Thick-film limit.** For $t\gg a$ the ratio behaves as $(a/t)\ln(t/a)$ and tends to zero. The required height then grows only logarithmically with thickness, and the flat law fails completely.

The dependence on diameter also changes. At fixed $C$, $k$ and $t$, equation (2) gives $h/D\propto\ln(1+t/a)/a$. Because $d\ln(1+t/a)/d\ln a=-t/b$,

$$\frac{d\ln(h/D)}{d\ln D}=-1-\frac{t/b}{\ln(b/a)}=-1-\frac{0.25}{0.2877}=-1.87 .$$

The exponent is $-2$ for a thin film and approaches $-1$ for a very thick one.

The two answers can be joined in one statement. Equation (1) holds for the curved film if the EOT is referred to the wall, $\mathrm{EOT}_{wall}=(3.9/k)\,a\ln(1+t/a)$. For this film that is $0.863\times0.5=0.43$ nm. The value 51.2 belongs to a wall-referred EOT of 0.5 nm, and 44.2 to a flat EOT of 0.5 nm.

The meaning of "diameter" matters as well. If 30 nm is measured over the film, the metal core has a radius of only 10 nm. The logarithm becomes $\ln(15/10)$, and the height divided by 30 nm is $62.3$.

## What the sidewall model leaves out

**Top face.** In the flat law a top disc adds area $\pi D^2/4$. The wall can then be shorter by $D/4$, which lowers the aspect ratio by $1/4$, from $51.2$ to $51.0$.

For a film of uniform thickness that also wraps around the rim, the end capacitance can be bounded. Insulating surfaces inserted into the film can only reduce the capacitance. Cutting off the rim in this way leaves the disc alone:

$$C_{end}\ge\frac{\varepsilon\pi a^2}{t}=0.049\ \mathrm{fF}.$$

Conversely, any trial potential with the correct electrode values has at least the true field energy. Take one that depends only on the distance $s$ from the pillar, $\phi=1-\ln(1+s/a)/\ln(b/a)$ for unit voltage. Beside the wall this is the exact coaxial potential, so the excess energy comes from the top and the rim. At distance $s$ their surfaces have the area

$$S(s)=\pi a^2+\int_0^{\pi/2}2\pi(a+s\cos\theta)\,s\,d\theta=\pi a^2+\pi^2as+2\pi s^2 .$$

Equating $\tfrac12C$ to the energy at unit voltage gives

$$C_{end}\le\varepsilon\int_0^t\frac{S(s)\,ds}{(a+s)^2\ln^2(b/a)}=0.076\ \mathrm{fF}.$$

The numerical field solution gives $0.069$ fF, between the bounds. This is 0.7 % of the target and lowers the aspect ratio from $44.2$ to $43.9$.

**Field.** Eliminating $Q$ from the expressions for $E$ and $V$ gives the field at the wall:

$$E(a)=\frac{V}{a\ln(b/a)}=\frac{0.5\ \mathrm V}{15\ \mathrm{nm}\times0.2877}=1.16\ \mathrm{MV/cm}.$$

The flat value is $V/t=1.00$ MV/cm. A rough breakdown field of 4 MV/cm is 3.5 times the wall field. This ratio does not establish a lifetime under continuous stress, and it does not apply at a sharp top rim, where the field is higher.

**Tunnelling.** The stored charge is $CV=5.0$ fC, about 31,000 electrons. If 10 % may be lost in a refresh interval of 64 ms, a constant leakage current may be at most $0.1\times5.0\ \mathrm{fC}/64\ \mathrm{ms}=7.8$ fA. This assigns the whole loss to the film of an average cell. In a real array the access transistor and its junction share the budget and the leakiest cells set the refresh interval, so the film must leak less. Spread over the wall of the 1326 nm pillar, 7.8 fA is $6.25\times10^{-6}\ \mathrm{A/cm^2}$.

For electrons leaving the pillar, let $E$ now be the energy of motion normal to the wall, measured from the Fermi level. In a free-electron metal the states per volume are $2\,d^3p/h_P^3$, and the normal velocity times $dp_x$ equals $dE$. Assume first that the transmission $T$ depends only on $E$. Integrating the Fermi function over the momentum parallel to the wall then gives $2\pi m_ek_BT\ln(1+e^{-E/k_BT})$. The counter-electrode, whose Fermi level lies lower by $eV$, sends back a flow with $E+eV$ in place of $E$. The difference of the two flows is the net current density

$$J=\frac{4\pi m_e e\,k_BT}{h_P^3}\int T(E)\,\ln\frac{1+e^{-E/k_BT}}{1+e^{-(E+eV)/k_BT}}\,dE ,$$

where $h_P$ is Planck's constant. The semiclassical transmission is

$$T(E)=\exp\left[-\frac{2}{\hbar}\int\sqrt{2m\,(U-E)}\,dx\right],\qquad U(x)=\Phi-eV\,\frac{\ln(1+x/a)}{\ln(b/a)},$$

with the inner integral taken over the part of the film where $U>E$. The inputs are a tunnelling mass $m=0.3\,m_e$, a temperature of 358 K and a metal band 5 eV deep below the Fermi level. Matching the waves at both electrodes raises the transmission at the Fermi level by a factor of about 3.9, which is applied here to the whole current.

- For a barrier $\Phi=1.5$ eV, $J\approx1.6\times10^{-5}\ \mathrm{A/cm^2}$, about 2.6 times the allowed value.
- For $\Phi=1.8$ eV, $J\approx5\times10^{-7}\ \mathrm{A/cm^2}$, about 8 % of the allowed value.

These values are too high if the film's mass is $0.3\,m_e$ in every direction. At a smooth flat wall the parallel momentum $p$ is conserved, and it takes the energy $p^2/2m$ in the film, more than the $p^2/2m_e$ it takes in the metal. Less energy is left for the motion through the barrier. The integral over the parallel momentum then yields $m$ in place of $m_e$, which reduces the current by a factor of about $m/m_e=0.3$. In this flat-wall estimate the 1.5 eV barrier gives about 0.8 times the allowed value instead of 2.6 times. On the curved wall the angular momentum is conserved instead, so the momentum around the pillar falls as $1/r$ inside the film and the reduction is slightly weaker. With either assumption about the mass, a change of 0.3 eV in the barrier alters the current about thirtyfold, and the size of the mass matters even more. The exponent of $T$, about 35 for $\Phi=1.8$ eV, scales as $\sqrt m$, so a mass of $0.2\,m_e$ lowers it to about 28 and raises the current several hundredfold, above the allowed value even for this barrier. Rough values of barrier and mass therefore cannot settle whether the loss stays within the allowed 10 %. Geometry alone does not guarantee a working cell. Image-force lowering of the barrier and conduction through traps are left out, and both would increase the current. With an optical permittivity near 5 the image force alone raises it about fivefold, which puts the 1.5 eV barrier above the allowed value under either assumption about the mass. Real zirconia films usually leak mainly through traps, so direct tunnelling sets a floor and does not predict their leakage.

**Electrode resistance.** With a resistivity $\rho=200\ \mu\Omega\,\mathrm{cm}$, the pillar has $R=\rho h/(\pi a^2)=3.75\ \mathrm{k\Omega}$ from end to end. The charging current $I$ enters at the bottom and is shed evenly along the wall, so at height $z$ it is $I(1-z/h)$. The dissipated power is

$$\int_0^h I^2\left(1-\frac zh\right)^2\frac Rh\,dz=\frac{I^2R}{3}.$$

The effective series resistance at low frequency is therefore $R/3$, and the corresponding time is $RC/3=12.5$ ps. This is short compared with an access time of nanoseconds. The resistances of the contact, the transistor and the counter-electrode are not included.

## Relation to real capacitors

The film parameters are round values in the regime of zirconia-based DRAM capacitors with titanium nitride electrodes. The permittivity, barrier, mass, resistivity and breakdown field are rough typical values. Real devices break the assumption of a uniform film that meets ideal metal: interface layers and incomplete screening in the electrodes add to the EOT. By equation (1), each additional 0.1 nm of wall-referred EOT raises the required aspect ratio by $10.2$. Space is a further limit. The film's outer diameter is 40 nm, so neighbouring pillars must stand more than 40 nm apart, centre to centre, to leave room for the counter-electrode. The numerical output lists the input values and the main results.

## Computed results

```
target capacitance: 10.0 fF
pillar diameter: 30.0 nm; EOT: 0.50 nm
vacuum permittivity: 8.8542e-12 F/m
areal capacitance: 6.906 uF/cm2
required wall area: 1.4480e+05 nm2
height, flat law: 1536.3 nm
aspect ratio, flat law: 51.21
aspect ratio, flat law, flat top counted: 50.96
aspect ratio change per 0.1 nm of EOT: 10.24
film permittivity k: 39.0; thickness: 5.00 nm
ln(b/a): 0.2877; t/(2a): 0.1667
coaxial/flat height ratio: 0.8630
height, coaxial: 1325.9 nm
aspect ratio, coaxial: 44.20
aspect ratio, coaxial, field solution: 44.20
aspect ratio, 30 nm over the film: 62.29
aspect ratio, real 0.5 nm oxide film: 50.38
wide pillar diameter: 3000 nm; deviation: 1.663e-03
end cap, lower bound: 0.0488 fF
end cap, field solution: 0.0691 fF
end cap, upper bound: 0.0756 fF
aspect ratio, coaxial with end cap: 43.89
bias: 0.50 V; stored charge: 5.00 fC
stored electrons: 31208
field, flat: 1.000 MV/cm; at wall: 1.159 MV/cm
rough breakdown field: 4.0 MV/cm
breakdown field / wall field: 3.45
temperature: 358 K; kT: 0.03085 eV
refresh: 64 ms; allowed loss: 10 %
allowed current: 7.81 fA
allowed current density: 6.25e-06 A/cm2
tunnelling mass: 0.30 m_e; band depth: 5.0 eV
barrier 1.5 eV: WKB transmission 2.91e-14
  matching prefactor: 3.88
  current density, WKB only: 4.11e-06 A/cm2
  current density with prefactor: 1.59e-05 A/cm2
  fraction of allowed current: 2.551
barrier 1.8 eV: WKB transmission 8.00e-16
  matching prefactor: 3.96
  current density, WKB only: 1.32e-07 A/cm2
  current density with prefactor: 5.24e-07 A/cm2
  fraction of allowed current: 0.084
electrode resistivity: 200 microohm cm
pillar resistance R: 3752 ohm; RC/3: 12.5 ps
```
